# Sheet resistance from four collinear probes of unknown spacing

## Equal gaps

Four point contacts 1, 2, 3, 4 stand in this order on a straight line, with equal gaps \(s\). They touch an infinite, uniform, ohmic sheet of sheet resistance \(R_s\), in ohms per square, whose thickness is small compared with \(s\).

A current \(I\) fed in at one point spreads evenly. At distance \(r\) it crosses a circle of length \(2\pi r\), so the current per unit width is \(K=I/(2\pi r)\) and the field is \(E=R_sK\). Integrating \(E=-dV/dr\) gives \(V=-(IR_s/2\pi)\ln r+\text{const}\). A sink gives the same expression with the opposite sign. For a source and a sink together,

\[
V=\frac{IR_s}{2\pi}\ln\frac{r_{\rm sink}}{r_{\rm source}}, \tag{1}
\]

up to a constant that drops out of every voltage difference.

Two readings are taken without lifting the probes.

- Reading A: current enters at 1 and leaves at 4, and \(R_A=(V_2-V_3)/I\).
- Reading B: current enters at 1 and leaves at 3, and \(R_B=(V_2-V_4)/I\).

In reading A, probe 2 is \(2s\) from the sink and \(s\) from the source; for probe 3 these distances are exchanged. In reading B, probe 2 is \(s\) from both, while probe 4 is \(s\) from the sink and \(3s\) from the source. Hence

\[
\frac{2\pi R_A}{R_s}=\ln 2-\ln\tfrac12=\ln 4,\qquad
\frac{2\pi R_B}{R_s}=\ln 1-\ln\tfrac13=\ln 3 .
\]

The first result is the familiar formula \(R_s=\pi R_A/\ln 2\). The exponentials of the two results are 4 and 3, and they differ by 1. This difference remains 1 when the gaps are unequal.

## Arbitrary gaps

Let \(r_{ij}\) be the distance between probes \(i\) and \(j\). Equation (1) gives, for reading A,

\[
\frac{2\pi R_A}{R_s}=\ln\frac{r_{24}}{r_{12}}-\ln\frac{r_{34}}{r_{13}}
=\ln\frac{r_{13}r_{24}}{r_{12}r_{34}}, \tag{2}
\]

and for reading B

\[
\frac{2\pi R_B}{R_s}=\ln\frac{r_{23}}{r_{12}}-\ln\frac{r_{34}}{r_{14}}
=\ln\frac{r_{14}r_{23}}{r_{12}r_{34}}. \tag{3}
\]

Call the gaps \(p=r_{12}\), \(q=r_{23}\), \(r=r_{34}\). Because the probes are collinear and in order, \(r_{13}=p+q\), \(r_{24}=q+r\) and \(r_{14}=p+q+r\). Expanding,

\[
(p+q)(q+r)=pq+pr+q^2+qr=pr+q(p+q+r),
\]

which says

\[
r_{13}r_{24}=r_{12}r_{34}+r_{14}r_{23}. \tag{4}
\]

Division by \(r_{12}r_{34}\) turns the left side into the exponential of (2) and the last term into the exponential of (3):

\[
\boxed{\;e^{2\pi R_A/R_s}-e^{2\pi R_B/R_s}=1\;} \tag{5}
\]

This is the dual-configuration equation. It works because the three gaps enter the readings through one number, \(X=r_{13}r_{24}/(r_{12}r_{34})\). Reading A measures \(R_s\ln X\) and reading B measures \(R_s\ln(X-1)\), each divided by \(2\pi\). Two readings fix the two unknowns \(R_s\) and \(X\). The individual gaps are not recovered, and they are not needed.

The sign of \(R_B\) must be kept. It is negative when \(r_{14}r_{23}<r_{12}r_{34}\), that is, for a sufficiently small middle gap. At the crossover \(R_B=0\), equation (5) reduces to \(R_s=2\pi R_A/\ln 2\).

## One root, and how to find it

Define \(R_C=R_A-R_B\). From (2) and (3),

\[
\frac{2\pi R_C}{R_s}=\ln\frac{r_{13}r_{24}}{r_{14}r_{23}} .
\]

By (4), \(r_{13}r_{24}\) exceeds both \(r_{12}r_{34}\) and \(r_{14}r_{23}\), so \(R_A>0\) and \(R_C>0\). Multiplying (5) by \(e^{-2\pi R_A/R_s}\) and moving the negative term across gives

\[
e^{-2\pi R_A/R_s}+e^{-2\pi R_C/R_s}=1. \tag{6}
\]

As \(R_s\) runs from 0 to infinity, each term rises strictly from 0 to 1 and the sum rises from 0 to 2. There is therefore exactly one positive root.

At \(R_s=2\pi\min(R_A,R_C)/\ln2\) both exponents are at least \(\ln 2\) in size, so the sum is at most 1. With the maximum in place of the minimum, the sum is at least 1. Hence

\[
\frac{2\pi\min(R_A,R_C)}{\ln 2}\le R_s\le\frac{2\pi\max(R_A,R_C)}{\ln 2}. \tag{7}
\]

An implementation can proceed as follows.

1. Take each voltage with both current directions and use half the difference. A constant offset voltage then cancels.
2. Form \(R_A\), \(R_B\) with their signs, and \(R_C=R_A-R_B\).
3. Reject the data if \(R_A\le0\) or \(R_C\le0\); the model cannot produce such values.
4. Bisect (6) between the limits (7).

## Propagation of reading errors

Write \(a=2\pi R_A/R_s\) and \(b=2\pi R_B/R_s\). Differentiating \(e^a-e^b=1\) gives \(e^a\,da=e^b\,db\), where

\[
da=a\left(\frac{dR_A}{R_A}-\frac{dR_s}{R_s}\right),\qquad
db=b\left(\frac{dR_B}{R_B}-\frac{dR_s}{R_s}\right).
\]

Collecting the terms in \(dR_s/R_s\),

\[
\frac{dR_s}{R_s}=S_A\frac{dR_A}{R_A}+S_B\frac{dR_B}{R_B},\quad
S_A=\frac{ae^a}{ae^a-be^b},\quad S_B=1-S_A. \tag{8}
\]

For equal gaps \(S_A=4\ln4/(4\ln4-3\ln3)=2.465\) and \(S_B=-1.465\). An error common to both readings, such as a wrong current scale, passes through with factor 1. For equal gaps, an error in one reading alone is amplified. When \(R_B\) is negative, both factors lie between 0 and 1 and there is no such amplification of relative errors.

Two limits show which probe heads to avoid. If the middle gap is much wider than the outer ones, \(X\) is large and \((X-1)\ln(X-1)\approx X\ln X-\ln X-1\). Then \(S_A\approx X\ln X/(1+\ln X)\), which grows without limit: the two readings become nearly equal and their small difference carries the information. If the middle gap is very small, \(\varepsilon=X-1\) is small, with \(a\approx\varepsilon\) and \(b=\ln\varepsilon\). A fixed error \(\delta R_A\) then gives

\[
\frac{\delta R_s}{R_s}\approx\frac{2\pi\,\delta R_A/R_s}{\varepsilon(1-\ln\varepsilon)},
\]

which also grows without limit, because the voltage in reading A vanishes. Roughly equal gaps avoid both extremes.

## Anisotropic sheets

Let the sheet resistances along the principal axes be \(R_x\) and \(R_y\). Away from the contacts, current conservation reads \(R_x^{-1}\partial_x^2V+R_y^{-1}\partial_y^2V=0\). The substitution \(x=\xi/\sqrt{R_x}\), \(y=\eta/\sqrt{R_y}\) turns this into Laplace's equation in \((\xi,\eta)\). The area element is \(dx\,dy=d\xi\,d\eta/\sqrt{R_xR_y}\), so a point source of strength \(I\) acquires the factor \(\sqrt{R_xR_y}\). The potential is again logarithmic, with \(R_s\) replaced by \(\sqrt{R_xR_y}\).

The map is linear, so it keeps the probes on a line and multiplies all distances along that line by one factor, which cancels in (2) and (3). Equation (5) therefore returns \(\sqrt{R_xR_y}\), and one line of probes cannot reveal the anisotropy.

This result and (5) were tested on an infinite square grid of resistors. Its transfer resistances follow from Kirchhoff's laws at the nodes, without equation (1). With bonds of 1 S and probes at 8 × (0, 25, 30, 60) grid steps, \(R_B=-0.146\ \Omega\), and (5) gave 1.000025 Ω/sq where the continuous sheet has 1. With the bonds across the line reduced to 0.5 S, it gave 1.41430 Ω/sq, against \(\sqrt2=1.41421\). In each case, doubling all probe distances reduced the deviation by a factor of four to within 5 %, as expected of an error due to the finite grid step.

## A titanium film

The example is a 50 nm titanium film on an oxidised silicon wafer. A resistivity of 60 µΩ cm is taken as a rough typical value for a thin film, so

\[
R_s=\frac{60\times10^{-8}\ \Omega\,\mathrm m}{50\times10^{-9}\ \mathrm m}=12.0\ \Omega/\mathrm{sq}.
\]

The current is 10 mA and the head has nominal gaps of 1 mm. The voltages are simulated from (1) and rounded to 1 µV. They show how the inversion behaves; they are not measurements.

In the first touchdown the gaps are 1.06, 0.91 and 1.08 mm. The voltages are \(V_A=23.509\) mV and \(V_B=16.914\) mV, so

\[
R_A=2.3509\ \Omega,\quad R_B=1.6914\ \Omega,\quad R_C=0.6595\ \Omega .
\]

The limits (7) are 5.98 and 21.31 Ω/sq, and the root is 12.00 Ω/sq. Substitution confirms it:

\[
e^{2\pi(2.3509)/12.000}-e^{2\pi(1.6914)/12.000}=3.4245-2.4245=1.0000 .
\]

The equal-gap formula gives \(\pi(2.3509)/\ln2=10.66\) Ω/sq, which is 11.2 % below the input value. The size of this error follows from (2). For small departures from equal gaps,

\[
\delta\ln X=\frac{\delta p+\delta q}{2s}+\frac{\delta q+\delta r}{2s}-\frac{\delta p+\delta r}{s}
=\frac1s\left(\delta q-\frac{\delta p+\delta r}{2}\right).
\]

Here this is \(-0.09-0.07=-0.16\). Divided by \(\ln4=1.386\), it predicts an error of about −12 %.

In the second touchdown the gaps are 0.94, 1.09 and 0.92 mm, with \(V_A=29.630\) mV and \(V_B=25.081\) mV. The equal-gap formula now gives 13.43 Ω/sq, 11.9 % too high, while (5) again gives 12.00 Ω/sq. The wider middle gap raises \(S_A\) from 2.04 to 3.00, as the first limit above leads one to expect.

## Sideways displacement

Gaps along the line may be unknown, but the probes must be collinear. For positions off the line, use complex numbers \(z_i\). The algebra behind (4) holds unchanged for complex gaps:

\[
(z_3-z_1)(z_4-z_2)=(z_2-z_1)(z_4-z_3)+(z_4-z_1)(z_3-z_2).
\]

Taking magnitudes and using the triangle inequality gives Ptolemy's inequality, \(r_{13}r_{24}\le r_{12}r_{34}+r_{14}r_{23}\). At the true \(R_s\) the left side of (5) is then at most 1, and the left side of (6) is at least 1. Since the latter increases with \(R_s\), its root lies at or below the true value. As long as \(R_A\) and \(R_C\) stay positive, sideways displacement never raises the result.

The error is of second order, since a sideways difference \(\Delta y\) changes \(\ln r_{ij}\) by about \((\Delta y)^2/(2r_{ij}^2)\). For the first touchdown, alternate displacements of +20 and −20 µm lower \(R_s\) by 0.19 %. Gap errors of 60 to 90 µm along the line cause no error in (5).

## Edges of the sheet

An insulating edge adds to the potential at \(x\), per ampere fed in at \(x'\), a smooth term \(h(x,x')\). Expand it about a point on the probe line. Terms that depend on \(x\) alone cancel between source and sink; terms that depend on \(x'\) alone cancel between the two voltage probes. The leading survivor is \(c\,xx'\), which gives

\[
\delta R_A=c(x_2-x_3)(x_1-x_4)=c\,r_{23}r_{14},\qquad
\delta R_B=c(x_2-x_4)(x_1-x_3)=c\,r_{24}r_{13}.
\]

To first order in \(c\), the left side of (5) changes by

\[
\frac{2\pi c}{R_s}\left[\frac{r_{13}r_{24}}{r_{12}r_{34}}\,r_{14}r_{23}-\frac{r_{14}r_{23}}{r_{12}r_{34}}\,r_{13}r_{24}\right]=0 .
\]

The leading effect of a distant edge cancels for any gaps. For a straight edge parallel to the line at distance \(D\), the image source lies at distance \(\sqrt{(x-x')^2+4D^2}\), so that

\[
h=-\frac{R_s}{4\pi}\ln\!\left[4D^2+(x-x')^2\right],\qquad c=\frac{R_s}{8\pi D^2}.
\]

The remaining error is of order \(D^{-4}\). For the first touchdown it falls from \(4.1\times10^{-4}\) % at 20 mm to \(2.6\times10^{-5}\) % at 40 mm, a factor of 16.

On a round wafer of radius 50 mm, with the probes centred on a chord 40 mm from the wafer's centre, \(R_A\) alone is 0.69 % too high. The dual result is 0.006 % too high.

On a diameter of a disc of radius \(\rho\), equation (5) is exact. For a source–sink pair, the insulated rim replaces each \(r_{ij}\) by \(r_{ij}(1-x_ix_j/\rho^2)\), with \(x\) measured from the centre. Put \(u=x/(1+x^2/\rho^2)\), which increases with \(x\) inside the disc. Then

\[
u_i-u_j=\frac{(x_i-x_j)(1-x_ix_j/\rho^2)}{(1+x_i^2/\rho^2)(1+x_j^2/\rho^2)} .
\]

The denominators cancel in the ratios (2) and (3), and identity (4) applies to the ordered points \(u_i\).

## Comparison with a real film

The film thickness, resistivity and probe gaps above are in the usual range for metal films on wafers. Real contacts break the assumption of point probes. If each tip is an equipotential disc of radius 25 µm, the leading correction lowers \(R_s\) by 0.19 % in the first touchdown. It is of second order in the ratio of tip radius to gap, so blunt tips on a fine-pitch head matter much more. For resistive contacts this is an upper estimate: 10 Ω spread evenly over such a tip corresponds to a resistance times area \(\rho_c\approx2\times10^{-8}\ \Omega\,\mathrm m^2\). Film current then needs a length of about \(\sqrt{\rho_c/R_s}\approx40\) µm to pass into the metal. This is more than the tip radius, so most of the current stays in the film and the shift is smaller.

Temperature is comparable. With a rough coefficient of 0.002 per kelvin, 1 K changes the film's resistance by 0.20 %. A rise of 1 K between readings A and B shifts the result by −0.21 %, through \(S_B=-1.04\). Self-heating at a tip is roughly 0.1 to 0.2 K if each contact has 10 Ω spread over a radius of 25 µm, on 100 nm of oxide over silicon. It rises quickly for smaller contact areas or thicker oxide: at the same 10 Ω it is about 0.5 K for a radius of 10 µm or for 1 µm of oxide, and above 1 K for a radius of 5 µm. Voltmeter errors of 1 µV with the worst signs contribute

\[
2.04\times\frac{1}{23509}+1.04\times\frac{1}{16914}=0.015\ \% .
\]

Finite thickness is negligible here. Variations of potential through a film of thickness \(t\) decay sideways as \(e^{-\pi r/t}\), and \(\pi r/t\) is about \(6\times10^4\) at the smallest gap.

The substrate needs more care. If a well-conducting substrate lies beneath a layer of resistance times area \(\rho_c\), leakage changes the sheet equation to \(\nabla^2V=(R_s/\rho_c)V\), with decay length \(\sqrt{\rho_c/R_s}\). For 100 nm of sound oxide, at a rough \(10^{14}\) Ω cm, this length is about 90 m and leakage is negligible. For a metal or silicide directly on silicon, \(\rho_c\) is that of the contact or junction, and the substrate need not conduct better than the film. For a thin substrate of sheet resistance \(R_{\rm sub}\) and potential \(W\), the film obeys \(\nabla^2V=(R_s/\rho_c)(V-W)\) and the substrate \(\nabla^2W=-(R_{\rm sub}/\rho_c)(V-W)\). Their difference decays over the length \(\sqrt{\rho_c/(R_s+R_{\rm sub})}\), and this is the length to compare with the probe gaps. If it is much shorter than the gaps, and the substrate is itself thin compared with them, film and substrate conduct in parallel. Equation (5) then returns \(R_sR_{\rm sub}/(R_s+R_{\rm sub})\). A wafer 0.5 mm thick under gaps of 1 mm is only marginally thin, and the result lies some tenths of a per cent above this value even with perfect contact. The equation removes the unknown gaps; it does not separate conducting layers.

The numerical output below lists the values for both touchdowns and for the neglected effects.

## Computed results

```
GRID TEST (bond conductances in S, positions in grid steps x 8)
gx=1.0, gy=1.0, sites (0, 20, 45, 60): R_B=0.25615 ohm,
   Rs solved 1.000005, expected 1.000000 ohm/sq
gx=1.0, gy=1.0, sites (0, 25, 30, 60): R_B=-0.14584 ohm,
   Rs solved 1.000025, expected 1.000000 ohm/sq
gx=1.0, gy=0.5, sites (0, 20, 45, 60): R_B=0.36225 ohm,
   Rs solved 1.414230, expected 1.414214 ohm/sq
gx=1.0, gy=0.5, sites (0, 25, 30, 60): R_B=-0.20627 ohm,
   Rs solved 1.414302, expected 1.414214 ohm/sq
Equal gaps: 2piR_A/Rs=1.3863, 2piR_B/Rs=1.0986
Equal gaps: S_A=2.465, S_B=-1.465
TITANIUM FILM EXAMPLE
Film thickness 50 nm
Resistivity (rough) 60 uohm cm
Input sheet resistance 12.000 ohm/sq
Current 10 mA
Touchdown 1: gaps [1.06 0.91 1.08] mm
  V_A=23.509 mV, V_B=16.914 mV
  R_A=2.3509 ohm, R_B=1.6914 ohm, R_C=0.6595 ohm
  exp(2piR_A/Rs)=3.4245, exp(2piR_B/Rs)=2.4245
  root bracket 5.978 to 21.310 ohm/sq
  Rs dual 12.000 ohm/sq
  Rs equal-gap formula 10.655 ohm/sq (-11.2 %)
  S_A=2.038, S_B=-1.038
Touchdown 2: gaps [0.94 1.09 0.92] mm
  V_A=29.630 mV, V_B=25.081 mV
  R_A=2.9630 ohm, R_B=2.5081 ohm, R_C=0.4549 ohm
  exp(2piR_A/Rs)=4.7182, exp(2piR_B/Rs)=3.7182
  root bracket 4.124 to 26.859 ohm/sq
  Rs dual 12.000 ohm/sq
  Rs equal-gap formula 13.429 ohm/sq (+11.9 %)
  S_A=3.004, S_B=-2.004
NEGLECTED EFFECTS, touchdown 1 (relative change of dual Rs)
Sideways zigzag of +-20 um: -0.1908 %
Tip radius 25 um: -0.1927 %
Wafer radius 50 mm, chord 40 mm from centre:
  R_A alone +0.6925 %, dual Rs +0.00630 %
Straight edge at 20 mm: +4.09e-04 %
Straight edge at 40 mm: +2.57e-05 %
Thickness: pi*gap/thickness = 5.72e+04
Voltmeter 1 uV, worst signs: 0.0148 %
1 K common drift (rough 0.002/K): 0.20 %
1 K drift before reading B only: -0.21 %
Heating at a tip (rough, 10 ohm contact): 0.17 K
Oxide 100 nm, rough 1e14 ohm cm: leak length 91 m
```
